# Why the correlated-barrier-hopping exponent falls with temperature: two derivations

An ac conductivity that grows as $\omega^{s}$ with $s$ between 0.7 and 0.8 does not reveal how the charge moves. In a classical barrier model with the oxide-like parameters used below, thermal hopping gives $s\approx0.75$ at 300 K and 10 kHz, while rigid tunnelling with a fixed decay constant gives $s\approx0.79$. An exponent read over a narrow frequency range at one temperature can be assigned to either process, and a wrong assignment spoils the extrapolation to another temperature: at 350 K the hopping exponent has dropped to about 0.65, while the tunnelling exponent has hardly moved.

## The barrier of a pair

Consider two donor-like centres a distance $R$ apart, sharing one electron. A centre has charge $+e$ when empty and is neutral when filled. An isolated filled centre holds its electron at a thermal depth $W_M$ below the band edge. Define

$$A=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r},$$

so that $A/R$ is an energy. Away from the centre cores, the potential energy on the line between them is

$$V(x)=-\frac{A}{x}-\frac{A}{R-x},\qquad V'(x)=\frac{A}{x^2}-\frac{A}{(R-x)^2}.$$

The derivative vanishes at $x=R/2$, where $V=-4A/R$. Along the line this point is a maximum. At a distance $\rho$ from the line, $V=-2A/\sqrt{R^2/4+\rho^2}$, which rises with $\rho$. The midpoint is therefore a saddle, the lowest pass between the wells.

The starting level is lowered too. An electron on one centre feels the charge of the empty one, which shifts its level by $-A/R$ if its orbital is compact compared with $R$. The barrier is the pass minus the level:

$$W=-\frac{4A}{R}-\left(-W_M-\frac{A}{R}\right)=W_M-\frac{3A}{R}.$$

This barrier treats the electron as a classical particle. Confinement perpendicular to the line adds a zero-point energy at the pass. For the 300 K pair below, with a mass of half the free-electron mass, it is about 0.29 eV, against $W=0.49$ eV. With this energy added, the barrier is still about 0.65 eV at $R=1$ nm and falls to 0.49 eV only near 0.4 to 0.5 nm, where the orbital is no longer compact compared with $R$ and the pair picture fails. The values of distance, conductivity and exponent found below therefore belong to the classical model and are not quantitative for an oxide.

The form $W_M-4A/R$ leaves out the level shift. To keep both cases in view, write

$$W(R)=W_M-\frac{gA}{R},\qquad \tau(R)=\tau_0e^{W(R)/kT}, \tag{1}$$

with $g=3$ here. Distance and relaxation time are now tied together, which is the "correlation" in the name of the model. From (1), $dW=gA\,dR/R^2$, and therefore

$$d\ln\tau=\frac{gA}{kT\,R^2}\,dR,\qquad dR=\frac{kT\,R^2}{gA}\,d\ln\tau. \tag{2}$$

Both derivations assume isolated, randomly placed pairs, linear response, nearly equal site energies, and fixed $W_M$ and $\tau_0$. With $N$ filled and $N'$ empty centres per volume, occupied at random, there are $4\pi R^2NN'\,dR$ pairs per volume with separation in $dR$. In thermal equilibrium the repulsion between two empty centres makes close pairs with no electron rare. For $N=N'$ and $A/R\gg kT$ this raises the share of pairs with one electron from 1/2 to 2/3. The resulting factor of 4/3 in $\sigma$ is left out below; it hardly affects $s$.

## First derivation: the loss of each pair

Let $f$ be the probability that the electron is on site 2. Its transfer from site 1 changes the dipole along the field by $p=eR\cos\theta$. If site 2 lies higher by $\Delta$ without a field, it lies higher by $\Delta-pE$ with one. Put $\delta=(\Delta-pE)/kT$. Rates obeying detailed balance are $\nu e^{-\delta/2}$ upward and $\nu e^{\delta/2}$ downward, so

$$\frac{df}{dt}=\nu e^{-\delta/2}(1-f)-\nu e^{\delta/2}f=\frac{f_{eq}-f}{\tau},$$

$$f_{eq}=\frac1{1+e^{\delta}},\qquad \frac1\tau=2\nu\cosh\frac{\delta}{2}.$$

In a weak field, $f_{eq}=f_0+f_0(1-f_0)\,pE/kT$, with $f_0(1-f_0)=\tfrac14\,\mathrm{sech}^2(\Delta/2kT)$. The field also changes $\tau$, but that change multiplies $f_{eq}-f$, which is itself of first order, so it drops out. For $E\propto e^{i\omega t}$ the oscillating part of $f$ is

$$f_1=\frac{pE}{4kT}\,\mathrm{sech}^2\!\left(\frac{\Delta}{2kT}\right)\frac1{1+i\omega\tau}.$$

The pair's current is $p\,df/dt$, with amplitude $i\omega pf_1$. Its part in phase with the field follows from

$$\mathrm{Re}\,\frac{i\omega}{1+i\omega\tau}=\frac{\omega^2\tau}{1+\omega^2\tau^2}.$$

Averaging over directions gives $\langle\cos^2\theta\rangle=1/3$. For $\Delta\ll kT$ each pair therefore contributes $(e^2R^2/12kT)\,\omega^2\tau/(1+\omega^2\tau^2)$. Multiplying by the pair density,

$$\sigma(\omega)=\frac{\pi e^2NN'}{3kT}\int R^4\,\frac{\omega^2\tau}{1+\omega^2\tau^2}\,dR .$$

Substitute (2). The factor $kT$ cancels, and $e^2/A=4\pi\varepsilon_0\varepsilon_r$:

$$\sigma(\omega)=\frac{4\pi^2}{3g}\varepsilon_0\varepsilon_rNN'\,\omega\int R^6\,\frac{\omega\tau}{1+\omega^2\tau^2}\,d\ln\tau. \tag{3}$$

Of the six powers of $R$, two come from the squared dipole, two from the spherical shell and two from the conversion of $dR$ into $d\ln\tau$.

With $x=\ln\omega\tau$ the kernel is $\tfrac12\,\mathrm{sech}\,x$. It peaks at $\omega\tau=1$, and with $u=e^x$ its area is $\int_0^\infty du/(1+u^2)=\pi/2$. If $R^6$ varies little across the peak, it can be taken outside at $\tau=1/\omega$. There $W=kTL$, with $L=\ln(1/\omega\tau_0)$, and (1) gives

$$R_\omega=\frac{gA}{U},\qquad U=W_M-kTL, \tag{4}$$

$$\boxed{\sigma(\omega)\simeq\frac{2\pi^3}{3g}\,\varepsilon_0\varepsilon_rNN'\,\omega R_\omega^6} \tag{5}$$

The energy $U$ is the Coulomb lowering of the barrier in the pairs that respond at $\omega$. Since $L=-\ln\omega\tau_0$, we have $dU/d\ln\omega=kT$. Equation (5) reads $\ln\sigma=\text{const}+\ln\omega-6\ln U$, so

$$\boxed{s=\frac{d\ln\sigma}{d\ln\omega}=1-\frac{6kT}{W_M-kTL}} \tag{6}$$

The coefficient $g$ sets the size of $\sigma$ but has left the exponent.

The width of the kernel gives the first correction. With $q=kT/U$, the distance is $R=R_\omega/(1-qx)$, and

$$(1-qx)^{-6}=1+6qx+21q^2x^2+\dots$$

The linear term vanishes because the kernel is even. The Fourier transform $\int\mathrm{sech}\,x\,e^{ikx}dx=\pi\,\mathrm{sech}(\pi k/2)$, expanded to order $k^2$, gives $\langle x^2\rangle=\pi^2/4$. So $\sigma$ is multiplied by $1+\tfrac{21\pi^2}{4}q^2$. Since $dq/d\ln\omega=-q^2$, the exponent changes by $-\tfrac{21\pi^2}{2}q^3$. Equation (6) thus needs $q\ll1$.

## Second derivation: the current after a voltage step

Now switch on a constant field $E$ at $t=0$. A pair with equal site energies ends with a mean induced dipole $e^2R^2E/12kT$, by thermal equilibrium alone. Approximate its response as a jump at $t=\tau$. At time $t$ the pairs shorter than $R(t)$ have responded, where $W(R(t))=kT\ln(t/\tau_0)$. The polarization they have built up is

$$P(t)=\frac{\pi e^2NN'E}{3kT}\int^{R(t)}R^4\,dR .$$

The front moves outward at the rate given by (2) with $\tau=t$: $dR/dt=kT\,R^2/(gA\,t)$. The current density is

$$j=\frac{dP}{dt}=\frac{\pi e^2NN'E}{3kT}R^4\,\frac{dR}{dt}=E\,\frac{B(t)}{t},$$

$$B(t)=\frac{4\pi^2}{3g}\varepsilon_0\varepsilon_rNN'R(t)^6. \tag{7}$$

If $B$ were constant, the current would fall as $1/t$. The growth of $B$ with time slows the decay. Because $R(t)=gA/[W_M-kT\ln(t/\tau_0)]$,

$$-\frac{d\ln j}{d\ln t}=1-\frac{6kT}{W_M-kT\ln(t/\tau_0)},$$

which is (6) at $t=1/\omega$.

The conductivity follows by superposing steps. For $E=E_0\cos\omega t$,

$$j(t)=\int_0^\infty\frac{B(t')}{t'}\,\dot E(t-t')\,dt',$$

$$\dot E(t-t')=-\omega E_0\left[\sin\omega t\cos\omega t'-\cos\omega t\sin\omega t'\right].$$

The part proportional to $\cos\omega t$ gives

$$\sigma=\omega\int_0^\infty B(t')\,\frac{\sin\omega t'}{t'}\,dt'\simeq\frac{\pi}{2}\,\omega B(1/\omega),$$

because $B$ varies slowly and $\int_0^\infty(\sin x/x)\,dx=\pi/2$. Inserting (7) reproduces (5), prefactor included.

## What each derivation assumes

The first route needs the kinetics of a pair, and in return shows how unequal site energies enter and how large the first correction is. The second needs the equilibrium dipole and the order in which pairs relax. It replaces each exponential approach to equilibrium by a jump and treats $B$ as constant in the Fourier integral.

Both replacements make errors of first order in $q$. With exponential relaxation, and $v=t/\tau$, the step current is multiplied by

$$1-6q\int_0^\infty e^{-v}\ln v\,dv=1+6\gamma q,\qquad\gamma\approx0.577.$$

The variation $B(x/\omega)\simeq B(1/\omega)(1+6q\ln x)$ multiplies the Fourier integral by $1-6\gamma q$, since $\int_0^\infty(\sin x\ln x/x)\,dx=-\pi\gamma/2$. The two errors cancel to first order in $\sigma$, in agreement with the even kernel of the first route. They do not cancel in the step current: in the example at 300 K, $6q=0.25$, so (7) is low by about 15% of its own value at this order, and by 26% in the full pair integral at $t=1/\omega$.

Random placement, isolation of pairs and the barrier law (1) are common to both routes, so their agreement does not support those assumptions.

## Why temperature enters, and why it leaves tunnelling alone

Differentiate (6) at fixed frequency, $W_M$ and $\tau_0$:

$$\frac{ds}{dT}=-6k\,\frac{U+kTL}{U^2}=-\frac{6kW_M}{U^2}<0. \tag{8}$$

The cause is visible in the fractional stretch of pair length per unit of $\ln\tau$, which by (2) and (4) is $d\ln R/d\ln\tau=kT/U$. Heating raises it twice over. A given change in $\ln\tau$ corresponds to a larger change in barrier, $kT\,d\ln\tau$. The responding pairs also have higher barriers $kTL$, hence weaker Coulomb lowering $U$ and greater length. A lower frequency then recruits a faster-growing number of larger dipoles, which offsets more of the factor $\omega$.

For rigid tunnelling, take $\ln(\tau/\tau_0)=2\alpha R$, where $\alpha$ is a fixed decay constant of the wave function. This simple law ignores the Coulomb lowering of the barrier between the centres, and the tunnelling values of $s$ below belong to it. A WKB exponent through the lowered barrier, with the parameters and the 4.4 nm cutoff used below, gives $s\approx0.9$ instead, still independent of temperature. Now $dR=d\ln\tau/2\alpha$ brings no power of $R$, so $\sigma\propto\omega R_\omega^4$ with $R_\omega=L/2\alpha$, and

$$s=1-\frac4L. \tag{9}$$

Temperature may change the size of $\sigma$, but not the relation between $R$ and $\ln\tau$. The frequency trends are opposite as well: $ds/d\ln\omega$ is $+6q^2$ from (6) and $-4/L^2$ from (9).

This contrast belongs to rigid sites. If tunnelling also needs a lattice activation energy $W_H$, then $\ln(\tau/\tau_0)=2\alpha R+W_H/kT$, and $L$ in (9) becomes $L-W_H/kT$. The exponent then rises with temperature: for $W_H=0.1$ eV the pair integral gives 0.71 at 200 K and 0.75 at 350 K.

The Coulomb link between length and barrier can be removed as a check. With a flat distribution of barriers and no weighting by $R$, the integral gives $s=1.000$ at both 250 K and 350 K. Activation over a barrier is therefore not enough to make $s$ fall.

## Numbers for an oxide memory layer

Take rough values for a silicon-rich oxide: $W_M=1.1$ eV, $\varepsilon_r=4$, $\tau_0=10^{-13}$ s, and $N=N'=10^{18}$ cm$^{-3}$. At 10 kHz, $\omega\tau_0=6.28\times10^{-9}$ and $L=18.885$. The Coulomb constant is $3A=1.080$ eV nm. At 300 K,

$$U=1.1-0.02585\times18.885=0.612\ \text{eV},$$

$$R_\omega=\frac{1.080}{0.612}=1.77\ \text{nm},\qquad s=1-\frac{6\times0.02585}{0.612}=0.75.$$

Equation (5), with $2\pi^3/9=6.89$, gives

$$\sigma=6.89\,(3.54\times10^{-11})(10^{48})(6.28\times10^4)(1.765\times10^{-9})^6=4.6\times10^{-10}\ \text{S/m},$$

or $4.6\times10^{-12}$ S/cm. The full pair integral gives $5.1\times10^{-12}$ S/cm, 11% above the closed form. The correction $\tfrac{21\pi^2}{4}q^2$ with $q=0.042$ accounts for 9 of those 11%. Both values take equal site energies. If the empty centres are placed at random, their fields split the two levels of a typical 300 K pair by about $0.6\,kT$, which would lower $\sigma$ by nearly 20%. If the layer is kept neutral by an equal density of fixed, randomly placed negative charges, the splitting grows to about $kT$ and the reduction to about 30%. In both cases $s$ at 300 K rises by less than 0.02.

| $T$ (K) | $U$ (eV) | $R_\omega$ (nm) | $s$ from (6) | $s$, integral |
|---|---|---|---|---|
| 200 | 0.775 | 1.39 | 0.866 | 0.865 |
| 250 | 0.693 | 1.56 | 0.814 | 0.810 |
| 300 | 0.612 | 1.77 | 0.746 | 0.737 |
| 350 | 0.530 | 2.04 | 0.659 | 0.634 |

The closed form drifts high as $q$ grows; the cubic correction accounts for most of the gap, 0.019 of 0.025 at 350 K. A spread of site-energy differences up to 0.1 eV, averaged in the integral, leaves the contrast intact: from 200 to 350 K the hopping exponent falls from 0.864 to 0.629, while the tunnelling exponent goes from 0.796 to 0.795.

## Where the fall stops, and what a real film changes

Equation (6) can be written $1-s=6/(W_M/kT-L)$. With $\tau_0$ and $\omega$ fixed, $s$ falls on heating as long as $W_M/T$ falls. A depth that grew faster than $T$ would reverse the trend. If $W_M$ rose from 1.1 eV at 250 K to 1.446 eV at 300 K, an artificial case, $s$ would rise from 0.81 to 0.84.

The second limit is the supply of long pairs. The integral was cut off at the mean neighbour distance, 4.4 nm, which $R_\omega$ reaches at 525 K. For isolated pairs with this sharp cutoff, the computed $s$ has its minimum, 0.48, near 430 K and climbs to 1.99 at 600 K. The minimum depends on the cutoff: it is 0.58 near 400 K for 3.5 nm and 0.34 near 470 K for 6 nm. At the minimum the longest pairs still have $\omega\tau\approx50$. By 600 K every pair up to 4.4 nm has $\omega\tau<0.1$, and each contributes $\omega^2\tau$, hence $s\to2$. In a connected material, hops between pairs would add a dc path, which this model omits. At 300 K the pair picture is reasonable: on average 0.05 other centres lie within $R_\omega$ of a given one.

The model also assumes that tunnelling is slower than hopping, which is doubtful for the parameters used here. A WKB estimate through the lowered barrier, with a mass of half the free-electron mass, gives a tunnelling exponent of 4.5 at $R_\omega$ and 300 K, far below $L=18.9$. With equal prefactors, bare tunnelling would therefore win. Barrier hopping can survive if the lattice relaxes strongly around the trapped electron. Let each centre gain a relaxation energy $E_r$, with linear coupling and a classical lattice. The two site levels can match when both centres are half relaxed. Measured from the relaxed state, this costs $E_r/2$ and adds $E_r/2kT$ to the tunnelling exponent. Against the unrelaxed thermal exponent of 18.9, hopping would win for $E_r>0.74$ eV at 300 K. But relaxation also raises the thermal barrier, to $(W+E_r)^2/4E_r$ as derived below, and for the 300 K pair this moves the threshold to 0.80 eV. With $E_r=1.0$ eV the exponents are 23.9 for tunnelling and 21.4 for hopping, so hopping is faster in this estimate. Both exponents leave out the zero-point energy at the pass, so they do not settle which path is faster in a real oxide.

The same relaxation alters the thermal path. Let $Q$ be the lattice coordinate, 0 for an empty centre and 1 for a relaxed filled one. The energy at the pass, $W+E_rQ^2$, meets the bound energy $E_r(1-Q)^2$ at $Q=(E_r-W)/2E_r$. The crossing lies $(W+E_r)^2/4E_r$ above the bound state, which exceeds $W$ by $(E_r-W)^2/4E_r$, or 0.066 eV for the 300 K pair. This assumes that the freed electron stays near the pair until the second centre relaxes. If both centres must be ready at once, the excess doubles to 0.13 eV, and at $E_r=1.0$ eV the two exponents are practically equal, so hopping loses its advantage over tunnelling. Using the barrier with the smaller excess in the integral lowers $s$ from 0.74 to 0.70 at 300 K. The exponent still falls, from 0.83 at 200 K to 0.59 at 350 K.

For a memory layer these results concern small-signal measurements, not switching. Linear response requires $eFR_\omega\ll kT$, and the two sides are equal at $F=0.15$ MV/cm for 300 K. A 10 mV signal across 10 nm is 0.01 MV/cm and satisfies the condition, whereas 1 V across the same layer is 1 MV/cm and does not. Trap depth, density and relaxation energy vary with how a film is made, so the values of $s$ here illustrate the model and do not predict a given device. Any dc conductivity must first be subtracted from the data, because a thermally activated dc part by itself makes the apparent exponent fall on heating. If $s$ still falls at fixed frequency, that is evidence against rigid tunnelling as treated here. Assigning it to correlated barrier hopping also requires that the fitted $W_M$ and $\tau_0$ reproduce the frequency dependence, and that $R_\omega$ stay below the spacing of the centres. The numerical output below gives the remaining values.

## Calculated quantities

```
W_M = 1.1 eV, eps_r = 4.0, tau0 = 1e-13 s
frequency = 10000 Hz, L = ln(1/(omega tau0)) = 18.885
filled, empty centres = 1e+18, 1e+18 cm^-3
A = 0.3600 eV nm, 3A = 1.0800 eV nm
longest pair (mean neighbour distance) = 4.397 nm
300 K pair: saddle -0.8157 eV, level shift -0.2039 eV
300 K barrier: numeric 0.4882, formula 0.4882 eV
pair response, rate equation/formula = 1.00000
200 K: kT = 0.01723 eV, kT L = 0.3255 eV, U = 0.7745 eV
   R_w = 1.394 nm, s closed = 0.8665, s full integral = 0.8653
250 K: kT = 0.02154 eV, kT L = 0.4069 eV, U = 0.6931 eV
   R_w = 1.558 nm, s closed = 0.8135, s full integral = 0.8101
300 K: kT = 0.02585 eV, kT L = 0.4882 eV, U = 0.6118 eV
   R_w = 1.765 nm, s closed = 0.7465, s full integral = 0.7367
350 K: kT = 0.03016 eV, kT L = 0.5696 eV, U = 0.5304 eV
   R_w = 2.036 nm, s closed = 0.6588, s full integral = 0.6339
ds/dT at 200 K: closed -9.481e-04, integral -9.748e-04 1/K
sigma integral/closed at 200 K = 1.0267
sigma at 300 K: closed 4.640e-12, integral 5.142e-12 S/cm
loss eps'' at 300 K (integral) = 9.243e-04
250 K, s for R powers 6, 4, 0: 0.8101, 0.8741, 1.0000
350 K, s for R power 0 (flat barriers) = 1.0001
250 K, g = 4: s = 0.8101, sigma(g=4)/sigma(g=3) = 4.214
tunnelling: alpha = 3.799 1/nm, R_w = 2.485 nm
rigid tunnelling s: closed 0.7882, integral 0.7925
site-energy spread = 0.1 eV, s at 200 K and 350 K:
   tunnelling 0.7957, 0.7948; CBH 0.8643, 0.6285
small polaron, W_H = 0.1 eV, s at 200 K and 350 K: 0.7067, 0.7506
W_M growing as T^1.5 from 250 K to 300 K: 1.446 eV, s = 0.8358
window reaches longest pair at 525 K
isolated pairs: least s = 0.477 at 430 K, s = 1.991 at 600 K
other centres within R_w at 300 K = 0.0461
field with e F R_w = kT at 300 K = 0.146 MV/cm
tunnelling mass = 0.5 m_e, relaxation energy = 1.0 eV
200 K: tunnelling exponent bare 2.29, with relaxation 31.30; least relaxation 0.572 eV
250 K: tunnelling exponent bare 3.26, with relaxation 26.47; least relaxation 0.673 eV
300 K: tunnelling exponent bare 4.53, with relaxation 23.87; least relaxation 0.742 eV
350 K: tunnelling exponent bare 6.24, with relaxation 22.82; least relaxation 0.763 eV
capture barrier at 300 K window = 0.0655 eV
s with capture barrier, 200 to 350 K: 0.8324, 0.7769, 0.7001, 0.5939
```
